\section*{Square-Root Growth of Coated Depth in Deep, Narrow Pores}

\section{The result and its cause}

A precursor gas enters a long cylindrical pore of diameter $d$ and adsorbs irreversibly until the wall is saturated. Let $s$ be the number of reactive sites per unit wall area, $p(t)$ the pressure at the mouth, and $\Phi=\int p\,dt$ the exposure. Deep in the pore the coated depth is
\begin{equation}
L=d\sqrt{\frac{2X}{3}},\qquad X=\frac{\Phi}{s\sqrt{2\pi mT}},
\label{root}
\end{equation}
where $m$ is the molecular mass and $T$ the temperature, expressed as an energy. The formulas hold in any consistent units. The dimensionless exposure $X$ is the number of molecules striking unit area of the mouth, divided by $s$. The depth $L$ is the adsorbed amount divided by the number of sites per unit pore length.

Precursor must indeed diffuse through the saturated part, but that alone does not give a square root. Suppose that no molecule could leave once admitted. Each would eventually adsorb, however long its walk. If $N$ molecules per unit mouth area had adsorbed, counting sites would give
\begin{equation}
N\frac{\pi d^2}{4}=s\,\pi d\,L
\quad\Longrightarrow\quad L=\frac{d\,N}{4s},
\end{equation}
where $N$ would equal the number admitted, $sX$, apart from molecules still in transit. The depth would then be $L=dX/4$, linear in the exposure. The square root arises because a randomly walking molecule can return to the mouth, and its chance of reaching fresh wall first falls as $1/L$.

The assumptions are these. Molecules collide with the wall, not with each other. They leave it diffusely, at the wall temperature. The film is too thin to change $d$, the saturated wall does not consume precursor, and the bottom of the pore has not been reached.

\section{Contribution 1: the random walk}

For a Maxwell gas of density $n=p/T$, the mean speed is $v=\sqrt{8T/(\pi m)}$. The rate of impact per unit area is
\begin{equation}
J=n\sqrt{\frac{T}{2\pi m}}=\frac{nv}{4}=\frac{p}{\sqrt{2\pi mT}},
\end{equation}
so $sX=\int J\,dt$.

Consider one flight between wall collisions. Let the unit direction have components $c$ along the inward normal, $b$ along the circumference and $a$ along the axis. Projected on the cross-section, the chord has length $dc/\sqrt{c^2+b^2}$. Dividing by the projection factor $\sqrt{c^2+b^2}$ gives the path length $\ell$ and axial hop $z$:
\begin{equation}
\ell=\frac{dc}{1-a^2},\qquad z=a\ell .
\end{equation}
Diffuse emission has angular density $c/\pi$. With polar angle $\vartheta$ from the pore axis and azimuth $\varphi$ from the normal, $a=\cos\vartheta$ and $c=\sin\vartheta\cos\varphi$. Hence
\begin{align}
\langle\ell\rangle&=\frac d\pi\int_0^\pi\! d\vartheta\,\sin\vartheta
\int_{-\pi/2}^{\pi/2}\! d\varphi\,\cos^2\varphi
=\frac d\pi\cdot2\cdot\frac\pi2=d,\\
\langle z^2\rangle&=\frac{d^2}{\pi}\int_0^\pi\! d\vartheta\,\cos^2\vartheta
\int_{-\pi/2}^{\pi/2}\! d\varphi\,\cos^3\varphi
=\frac{d^2}{\pi}\cdot\frac\pi2\cdot\frac43=\frac{2d^2}{3}.
\end{align}
Speeds of emitted molecules are weighted by flux, with density proportional to $w^3e^{-mw^2/2T}$. Therefore
\begin{equation}
\left\langle\frac1w\right\rangle=
\frac{\int_0^\infty w^2e^{-mw^2/2T}dw}{\int_0^\infty w^3e^{-mw^2/2T}dw}
=\sqrt{\frac{\pi m}{8T}}=\frac1v .
\end{equation}
Speed and direction are independent, so the mean flight time is $d/v$. Successive hops are independent and have zero mean, which gives the diffusivity
\begin{equation}
D=\frac{\langle z^2\rangle}{2d/v}=\frac{dv}{3}.
\end{equation}

\section{Contribution 2: return through the saturated part}

Take first a sharp front: the wall is full for $z<L$ and removes every molecule at $L$. If little gas is stored in the pore, the density falls linearly from $n$ to zero, and the inward flux is $F=Dn/L$. The fraction of arriving molecules that is captured is
\begin{equation}
\frac FJ=\frac{(dv/3)(n/L)}{nv/4}=\frac{4d}{3L}.
\label{capture}
\end{equation}
The rest return to the mouth. Captured molecules fill new sites, so
\begin{equation}
F\frac{\pi d^2}{4}=s\pi d\frac{dL}{dt}
\quad\Longrightarrow\quad
\frac{4s}{d}\frac{dL}{dt}=\frac{4d}{3L}\,J .
\end{equation}
Since $J\,dt=s\,dX$, this becomes $L\,dL=(d^2/3)\,dX$. Integration from a bare pore gives $L^2=2d^2X/3$, which is equation~\eqref{root}.

The delay of a single crossing has a different weight. Its diffusion time scale is $L^2/(2D)$. Substituting the result at constant pressure, with $X=nvt/(4s)$, gives
\begin{equation}
\frac{L^2}{2Dt}=\frac{2d^2}{3}\,\frac{nvt}{4s}\,\frac{3}{2dvt}
=\frac{nd}{4s}\equiv\varepsilon .
\end{equation}
The same ratio controls the stored gas. The linear profile holds $nL/2$ molecules per unit cross-section, whereas the coated wall holds $4sL/d$, a ratio of $\varepsilon/2$. When $\varepsilon\ll1$, transit is quick compared with filling: the front waits for enough successful walkers, not for slow ones.

\section{Contribution 3: finite sticking}

Let a molecule striking a wall of coverage $\theta$ adsorb with probability $\beta(1-\theta)$. The site and gas balances are
\begin{align}
s\frac{\partial\theta}{\partial t}&=\beta(1-\theta)\frac{nv}{4},\\
0&=D\frac{\partial^2n}{\partial z^2}-\frac{4s}{d}\frac{\partial\theta}{\partial t},
\end{align}
where $n$ now depends on depth and the stored-gas term has been dropped because $\varepsilon\ll1$. Define the local exposure variable
\begin{equation}
u(z,t)=\frac{\beta v}{4s}\int_0^t n(z,t')\,dt'.
\end{equation}
The first balance integrates to $\theta=1-e^{-u}$. Integrating the second over time, with $\int n\,dt=4su/(\beta v)$, gives
\begin{equation}
\frac{4sD}{\beta v}u''=\frac{4s}{d}(1-e^{-u})
\quad\Longrightarrow\quad
\lambda^2u''=1-e^{-u},\qquad
\lambda^2=\frac{Dd}{\beta v}=\frac{d^2}{3\beta}.
\label{profile}
\end{equation}
The diffusion equation describes the front itself only if the front is wide compared with the pore, $\lambda\gg d$, which means $3\beta\ll1$. Time has disappeared: within this model only the integral of the pressure matters, not the shape of the pulse.

Multiply by $u'$ and integrate, using $u,u'\to0$ far down the pore:
\begin{equation}
\tfrac12\lambda^2u'^2=u-1+e^{-u}.
\label{first}
\end{equation}
Since $u$ decreases inward, the negative root applies. With $u_0$ the value just inside the mouth,
\begin{equation}
L=\int_0^\infty\theta\,dz=\lambda^2\int_0^\infty u''\,dz=-\lambda^2u'(0)
=\lambda\sqrt{2(u_0-1+e^{-u_0})}.
\label{depth}
\end{equation}

Two limits separate the regimes. For $u_0\ll1$, expansion gives $u_0-1+e^{-u_0}\simeq u_0^2/2$, hence $L\simeq\lambda u_0$: growth is linear, because the wall is still mostly bare. For $u_0\gg1$,
\begin{equation}
L^2\simeq2\lambda^2(u_0-1)=\frac{2d^2}{3\beta}(u_0-1).
\label{large}
\end{equation}
If mouth resistance is ignored, $u_0=\beta X$, and $\beta$ cancels from the leading term. A poorer sticker spreads its front over a greater length, but the supply through the saturated part sets the speed.

Equation~\eqref{first} fixes the slope as a function of $u$ alone, so profiles at different exposures are translated copies of one curve. Half coverage means $u=\ln2$, and for $u_0>\ln2$ it lies at
\begin{equation}
z_{1/2}=\lambda\int_{\ln2}^{u_0}\frac{du}{\sqrt{2(u-1+e^{-u})}} .
\end{equation}

\section{Contribution 4: the mouth}

In the diffusion approximation, the one-way fluxes through a cross-section are $nv/4\pm F/2$: their difference is $F$, and their sum is taken as the equilibrium value $nv/2$. At the mouth the inward flux must equal the supplied $J$:
\begin{equation}
J=\frac{n(0)v}{4}+\frac F2 .
\label{mouth}
\end{equation}
For a saturated tube with a perfectly absorbing far end, no flux returns there, so $n(L)v/4=F/2$. Diffusion gives $n(0)-n(L)=FL/D=3FL/(dv)$. Inserting both in equation~\eqref{mouth},
\begin{equation}
J=\frac F2+\frac F2+\frac{3FL}{4d}
\quad\Longrightarrow\quad
\frac FJ=\frac{1}{1+3L/(4d)},
\end{equation}
which tends to equation~\eqref{capture} for $L\gg d$.

For the filling pore, integrate equation~\eqref{mouth} over time. The first term gives $su_0/\beta$. Site counting gives $\int F\,dt=4sL/d$. After division by $s$, and then use of equation~\eqref{large} for large $u_0$,
\begin{equation}
X=\frac{u_0}{\beta}+\frac{2L}{d}
\simeq\frac{3L^2}{2d^2}+\frac{2L}{d}+\frac1\beta .
\label{budget}
\end{equation}
Within the diffusion approximation, the three terms are the costs of diffusion, mouth and sticking. The second term is too small: once the other two are subtracted, the particle results below leave between $3.4L/d$ and $3.8L/d$ instead of $2L/d$. This remainder grows with depth, so it is not a property of the mouth alone, and it includes a small effect of the gas in transit in the simulation. The root law requires the first term to dominate. It equals the mouth term at $L=4d/3$ and the sticking term at $L=d\sqrt{2/(3\beta)}$, so for small $\beta$ sticking sets the later onset.

Particle tracking, which does not assume diffusion, measures the quality of these approximations. At $L/d=10$ and $40$, the simulated crossing fractions are 0.109 and 0.0315, against 0.118 and 0.0323 from the formula. In a filling pore with $\beta=0.1$, the simulated depth is 6\% below the formula at $X=100$ and 4\% below it at $X=400$. Part of the shortfall comes from the 500 molecules kept in transit in the simulation, which the formula neglects. That part is at most about a fifth of the shortfall. The rest reflects the approximate mouth condition and long flights, which diffusion describes poorly: the chance of an axial hop longer than $z$ falls only as $z^{-3}$, and this tail makes the remainder per unit depth grow roughly as $\ln L$. At $X=400$, raising $\beta$ from 0.1 to 0.3 changes the simulated depth by about 1\%, as the cancellation of $\beta$ leads one to expect.

\section{Weighing the contributions in an example}

Take round model parameters: $d=1000$ angstrom, $T=0.04$ eV, a mass of 100 atomic mass units, $p=10^{-10}$ eV/angstrom$^3$, $s=0.04$ angstrom$^{-2}$ and $\beta=0.01$. The impact rate is $J=1959$ angstrom$^{-2}$ s$^{-1}$. For a collision diameter of 7 angstrom the mean free path is $1.8\times10^6$ angstrom, far above $d$, so wall collisions dominate. This counts the precursor alone; a carrier gas shortens the free path further, and the condition must then be checked at the total pressure. The stored-gas parameter is $\varepsilon=1.6\times10^{-5}$.

For a pulse of 0.4 s,
\begin{equation}
X=\frac{1959.3\times0.4}{0.04}=1.959\times10^4,\qquad
d\sqrt{\frac{2X}{3}}=1.143\times10^5\ \text{angstrom}.
\end{equation}
Solving equation~\eqref{budget} for the positive root gives
\begin{equation}
\frac Ld=\frac{-2+\sqrt{4+6(X-1/\beta)}}{3}=113.3,
\end{equation}
or $L=1.133\times10^5$ angstrom (11.3 micrometres). In this formula, mouth and sticking together reduce the ideal depth by about one pore diameter, or 0.8\%. The particle depths above fall short of the formula by about half a diameter at $L\le15d$, and the shortfall grows slowly with depth, to nearly one diameter here. The actual reduction is therefore about 1.6\%. The exposure is $4.0\times10^{-11}$ eV s/angstrom$^3$ (6.4 Pa s). The crossing time scale, $\varepsilon t$, is about $6\times10^{-6}$ s, negligible beside the pulse.

The sequence of pulses, computed from equation~\eqref{depth} and the first equality in equation~\eqref{budget}, shows the change of regime:
\begin{center}
\begin{tabular}{rrrr}
pulse (s) & $L$ (angstrom) & exponent & captured\\
0.001 & 2378 & 0.94 & 0.182\\
0.01 & 15489 & 0.65 & 0.082\\
0.1 & 55896 & 0.52 & 0.024\\
0.4 & 113334 & 0.51 & 0.012\\
1.6 & 227769 & 0.50 & 0.006
\end{tabular}
\end{center}
The exponent is $d\ln L/d\ln X$, and the last column is the fraction of arriving molecules captured at the end of the pulse. The digits are those of the diffusion model; free-molecular transport gives depths lower by about 4\% for the shortest pulse, 3\% for 0.01 s and about 1\% or less for the longer ones. The shortest pulse leaves $u_0=0.44$, so its growth is nearly linear; there the root law would overestimate the depth more than twofold. In the last two steps, four times the exposure gives twice the depth and half the captured fraction. In this diffusion model the half-coverage point stays about 930 angstrom behind $L$ over the last three pulses, as expected for a translated profile. Long flights add a thin tail ahead of the front, so outside the diffusion model this offset is somewhat larger than $d$ and grows slowly with depth.

To reach $L=100d$, equation~\eqref{budget} requires
\begin{equation}
X=15000+200+100=15300,
\end{equation}
from diffusion, mouth and sticking respectively. This is an exposure of $3.12\times10^{-11}$ eV s/angstrom$^3$ (5.0 Pa s). Diffusion with return accounts for 98\% of this estimate; its true share is nearer 96 to 97\% ($X\approx1.55\times10^4$), because the second term is too small.

\section{When the saturated wall consumes precursor}

A further case shows that the molecules must also survive their wall collisions. Let each collision with the saturated wall destroy a molecule with probability $\gamma\ll1$, by recombination for instance. Behind a sharp front,
\begin{equation}
D n''=\frac{\gamma v}{d}n
\quad\Longrightarrow\quad
n(z)=n(0)\frac{\sinh[(L-z)/\mu]}{\sinh(L/\mu)},\qquad
\mu=\frac{d}{\sqrt{3\gamma}}.
\end{equation}
The flux reaching the front is $Dn(0)/[\mu\sinh(L/\mu)]$. Equating it to $(4s/d)\,dL/dt$ and using $n(0)\,dt=4s\,dX/v$, with mouth resistance neglected,
\begin{equation}
dX=\frac{3\mu}{d^2}\sinh\!\left(\frac L\mu\right)dL
\quad\Longrightarrow\quad
X=\frac1\gamma\left[\cosh\!\left(\frac L\mu\right)-1\right].
\end{equation}
For $L\ll\mu$, $\cosh(L/\mu)-1\simeq L^2/(2\mu^2)$ restores $X=3L^2/(2d^2)$. When $L$ is several times $\mu$, $L\simeq\mu\ln(2\gamma X)$: depth grows only logarithmically, although most molecules that coat fresh wall have still diffused through the saturated part. The neglected end resistances matter more here: for $\gamma=0.01$ the exposure actually required at $L=2\mu$ to $4\mu$ is some 30 to 45\% above this formula, which shifts the logarithmic depth by only a few per cent. This is an intermediate law. The diffusive flux falls exponentially with $L$, whereas the fraction of arriving molecules that fly straight from the mouth to depth $L$ falls only as $d^2/(4L^2)$. For $\gamma=0.01$ the two are comparable near $L=8\mu$, so the diffusion result already misses about half the supply there. The logarithm is limited to smaller depths. The square root therefore needs a coated wall that scatters molecules and consumes few of them, so that $L\ll\mu$, and an open mouth through which most of them return.

The numerical output below gives the comparisons for a saturated wall that does not consume precursor, including steady and varying inlet pressures.

\section*{Computed values}
\begin{verbatim}
Mean chord / diameter: 1.0000
Mean square hop / diameter^2: 0.6662
D / (diameter*mean speed): 0.3331
Saturated tube: L/d, crossing fraction simulated, formula
  10  0.1092  0.1176
  20  0.0592  0.0625
  40  0.0315  0.0323
Particle filling: beta, X, L/d simulated, L/d formula
  0.1  100  6.674  7.108
  0.1  400  14.918  15.472
  0.3  100  6.979  7.389
  0.3  400  15.090  15.609
Continuum: inlet, u, L/lam numerical, formula,
  half-coverage depth/lam numerical, formula
  steady 0.20 0.1934 0.1935 0.000 0.000
  steady 5.01 2.8326 2.8343 2.670 2.671
  steady 50.01 9.8975 9.9005 9.737 9.740
  varying 0.20 0.1975 0.1977 0.000 0.000
  varying 5.00 2.8299 2.8324 2.667 2.669
  varying 50.00 9.8961 9.9000 9.735 9.739
Pore diameter: 1000 angstrom
Temperature as energy: 0.040 eV
Molecular mass: 100 atomic mass units
Molecular rest energy: 9.31494e+10 eV
Mouth pressure: 1.00e-10 eV/angstrom^3
Site density: 0.040 angstrom^-2
Initial sticking probability: 0.010
Collision diameter: 7.0 angstrom
Mean speed: 3.1350e+12 angstrom/s
Gas density: 2.500e-09 angstrom^-3
Impingement: 1959.34 angstrom^-2 s^-1
Diffusivity: 1.0450e+15 angstrom^2/s
Mean free path: 1.837e+06 angstrom
Stored gas / wall capacity scale: 1.563e-05
Penetration length lam: 5773.5 angstrom
Pulse s, exposure eV s/angstrom^3, X, u inside mouth
  then root-law L, corrected L, half-coverage depth (angstrom),
  local exponent, captured fraction
  0.001 1.00e-13 49.0 0.442
    5715 2378 0 0.938 0.1821
  0.010 1.00e-12 489.8 4.589
    18071 15489 14541 0.646 0.0817
  0.100 1.00e-11 4898.4 47.866
    57145 55896 54968 0.516 0.0236
  0.400 4.00e-11 19593.4 193.668
    114290 113334 112405 0.506 0.0117
  1.600 1.60e-10 78373.8 779.182
    228581 227769 226841 0.502 0.0058
0.4 s pulse, corrected depth: 11.333 micrometre
0.4 s pulse, exposure: 6.409 Pa s
X for L/d = 100: 15300.0
  diffusion, mouth, sticking terms: 15000.0 200.0 100.0
Exposure for that depth: 3.1235e-11 eV s/angstrom^3
  converted: 5.004 Pa s
\end{verbatim}
